\section*{Oxygen vacancy site fractions with three competing charge states}

\section{More vacancies than sites}

Take an oxide film at 1273 K in which a doubly charged oxygen vacancy has a formation energy of $-0.30$ eV. The familiar Boltzmann estimate, one factor $e^{-F/kT}$ for each kind of vacancy, gives 15.4 vacancies per oxygen site. There cannot be more than one. Correct counting gives 0.94 per site, of which the singly charged vacancies hold 0.0013, although they have two spin states and the doubly charged ones have a single state.

Two pieces of counting are involved. A site taken by one charge state is unavailable to the others, and a vacancy with one unpaired electron has two microstates.

\section{The model and its energies}

There are $N$ equivalent oxygen sites at temperature $T$. Each is filled by oxygen or holds a vacancy of charge $q=0,1,2$ in units of the elementary charge $e$. Vacancies do not interact. The film exchanges oxygen with a reservoir of chemical potential $\mu_{\rm O}$, and electrons with a reservoir whose Fermi level $E_F$ is measured from the top of the oxide valence band. Energies are in eV, the natural unit here.

Removing a neutral oxygen atom leaves two electrons in the vacancy orbital. The cost is
\begin{equation}
F_0=E_0=E(\text{neutral vacancy})+\mu_{\rm O}-E(\text{perfect crystal}).
\end{equation}
To charge the vacancy, electrons are moved to the reservoir. Let $\varepsilon_1$ be the Fermi level at which $F_1=F_0$, and $\varepsilon_2$ the one at which $F_2=F_1$. Each electron delivered to the reservoir adds $E_F$ to the cost, so
\begin{align}
F_1&=F_0+E_F-\varepsilon_1=E_0-\varepsilon_1+E_F,\\
F_2&=F_1+E_F-\varepsilon_2=E_0-\varepsilon_1-\varepsilon_2+2E_F .
\end{align}
A low Fermi level therefore favours positive vacancies. Define
\begin{equation}
U=\varepsilon_1-\varepsilon_2,\qquad \bar\varepsilon=\tfrac12(\varepsilon_1+\varepsilon_2).
\end{equation}
$U$ is the extra cost of the second electron over the first. It contains the electrons' repulsion and the energy gained as the surrounding ions relax, and it may have either sign.

The orbital is taken as non-degenerate, without a magnetic field. Its occupations $(n_\uparrow,n_\downarrow)$ are $(0,0)$ with energy $F_2$; $(1,0)$ and $(0,1)$, both with $F_2+\varepsilon_2-E_F=F_1$; and $(1,1)$ with $F_1+\varepsilon_1-E_F=F_0$. The degeneracies are thus $g_0=1$, $g_1=2$, $g_2=1$. Vibrational entropy is left out of $F_q$; its size is estimated below.

\section{Counting on shared sites}

Let $n_q$ sites hold vacancies of charge $q$, and let $n=n_0+n_1+n_2$. The number of microstates is
\begin{equation}
W=\frac{N!}{(N-n)!\,n_0!\,n_1!\,n_2!}\;2^{n_1}.
\end{equation}
The multinomial coefficient chooses the sites from one common pool; the power of two chooses the spins. Set $c_q=n_q/N$ and $C=c_0+c_1+c_2$. Stirling's formula $\ln N!\simeq N\ln N-N$ gives
\begin{align}
\ln W\simeq{}& N\ln N-(N-n)\ln(N-n)-\sum_q n_q\ln n_q+n_1\ln2\nonumber\\
&-N+(N-n)+n .
\end{align}
The second line vanishes. Writing $N\ln N=(N-n)\ln N+\sum_q n_q\ln N$ and dividing by $N$,
\begin{equation}
\frac{\ln W}{N}=-(1-C)\ln(1-C)-\sum_q c_q\ln c_q+c_1\ln 2 .
\end{equation}
Both reservoirs are already included in $F_q$, so the equilibrium state minimizes the grand potential per site, relative to the perfect crystal,
\begin{equation}
\omega=\sum_q c_qF_q-kT\,\frac{\ln W}{N}.
\end{equation}
Since $\partial C/\partial c_q=1$, the derivative of $-(1-C)\ln(1-C)$ is $\ln(1-C)+1$, and that of $-c_q\ln c_q$ is $-\ln c_q-1$. The constants cancel, leaving
\begin{equation}
0=\frac{\partial\omega}{\partial c_q}=F_q-kT\left[\ln g_q+\ln(1-C)-\ln c_q\right].
\end{equation}
The second derivatives, $kT[\delta_{qq'}/c_q+1/(1-C)]$, form a positive definite matrix, so this is the minimum. With $w_q=e^{-F_q/kT}$,
\begin{equation}
\frac{c_q}{1-C}=g_qw_q .
\label{eq:massaction}
\end{equation}
This is a law of mass action in which the filled sites, $1-C$, are a reactant. Summing over $q$ and calling the right-hand sum $D$,
\begin{equation}
\frac{C}{1-C}=D\equiv w_0+2w_1+w_2
\quad\Rightarrow\quad 1-C=\frac1{1+D}.
\end{equation}
Inserting this in \eqref{eq:massaction} gives the site fractions:
\begin{equation}
\boxed{\;c_0=\frac{w_0}{Z},\quad c_1=\frac{2w_1}{Z},\quad c_2=\frac{w_2}{Z},\quad Z=1+w_0+2w_1+w_2\;}
\label{eq:main}
\end{equation}

Stirling's formula is not essential. By the multinomial theorem the grand partition function is
\begin{equation}
\Xi=\sum_{n_0,n_1,n_2}W\,w_0^{n_0}w_1^{n_1}w_2^{n_2}=(1+w_0+2w_1+w_2)^N=Z^N ,
\end{equation}
and the mean number $\langle n_q\rangle=w_q\,\partial\ln\Xi/\partial w_q=Ng_qw_q/Z$ is \eqref{eq:main} for any $N$. As a test, the $5^4=625$ microstates of four sites were summed directly from the orbital occupations, with the parameters and three Fermi levels of the example below. The averages agreed with \eqref{eq:main} within a relative $10^{-9}$.

\section{What saturation does}

The dilute estimate replaces $Z$ by 1 and gives a total $D$. The true total is
\begin{equation}
C=\frac{D}{1+D},\qquad \frac{D}{C}=1+D=\frac1{1-C}.
\end{equation}
Relative to the true total, the dilute estimate is too large by the fraction $D$. For $D\ll1$ this is harmless; for $D\gg1$ the fraction $C$ approaches 1 while $D$ grows without limit.

The charge states also displace one another. At fixed $w_1$ and $w_2$,
\begin{equation}
\frac{\partial c_1}{\partial w_0}=-\frac{2w_1}{Z^2}=-\frac{c_1}{Z}<0 ,
\end{equation}
so lowering $F_0$ alone removes charged vacancies. Lowering $E_0$ at fixed levels and fixed $E_F$ is different: it lowers every $F_q$ by the same amount, and all three fractions grow. The ratios $c_q/c_{q'}=g_qw_q/(g_{q'}w_{q'})$ do not contain $Z$: saturation limits the total and leaves the ratios alone.

Oxygen pressure gives another view of the same law. For an ideal gas of O$_2$, $\mu_{\rm O}=\frac12\mu_{{\rm O}_2}$ contains $\frac12kT\ln p$. Every $F_q$ contains $\mu_{\rm O}$ once, so at fixed $T$ and $E_F$ every $w_q$, and hence $D$, varies as $p^{-1/2}$. If $p^*$ is the pressure at which $D=1$,
\begin{equation}
C=\frac{1}{1+(p/p^*)^{1/2}} .
\end{equation}
The dilute power law $C\propto p^{-1/2}$ holds for $p\gg p^*$ and flattens to $C\to1$ for $p\ll p^*$.

Finally, if $kT$ is large compared with all $|F_q|$, every $w_q\to1$ and $Z\to5$. The fractions become $\frac15,\frac25,\frac15$, with $\frac15$ of the sites filled: five microstates, equally likely.

\section{What the spin factor does}

From \eqref{eq:main},
\begin{equation}
\frac{c_1}{c_0}=2e^{(\varepsilon_1-E_F)/kT},\qquad
\frac{c_2}{c_1}=\tfrac12e^{(\varepsilon_2-E_F)/kT}.
\label{eq:ratios}
\end{equation}
Setting each ratio to 1 and taking logarithms,
\begin{equation}
c_1=c_0\ \text{at}\ E_F=\varepsilon_1+kT\ln2,\qquad
c_2=c_1\ \text{at}\ E_F=\varepsilon_2-kT\ln2 .
\end{equation}
Singly charged vacancies outnumber each of the other kinds between these points. The window has width $U+2kT\ln2$, and it exists even for slightly negative $U$, as long as $U>-2kT\ln2$.

For the share of singly charged vacancies among all vacancies, let $x=(E_F-\bar\varepsilon)/kT$. With $\varepsilon_1=\bar\varepsilon+U/2$,
\begin{equation}
\frac{w_1}{w_0}=e^{U/2kT}e^{-x},\qquad \frac{w_2}{w_0}=e^{-2x}.
\label{eq:wx}
\end{equation}
Therefore
\begin{align}
\frac{c_1}{C}&=\left[1+\frac{w_0+w_2}{2w_1}\right]^{-1}
=\left[1+e^{-U/2kT}\,\frac{1+e^{-2x}}{2e^{-x}}\right]^{-1}\nonumber\\
&=\frac{1}{1+e^{-U/2kT}\cosh x}.
\label{eq:share}
\end{align}
The peak lies at $x=0$, that is at $E_F=\bar\varepsilon$, and has height $1/(1+e^{-U/2kT})$. For strongly negative $U$ it falls as $e^{-|U|/2kT}$: electrons then leave in pairs.

The case $U=0$ confirms the factor 2. With $y=e^{(\bar\varepsilon-E_F)/kT}$, $D=w_0(1+2y+y^2)=w_0(1+y)^2$. The two spin orbitals are then emptied independently, each with odds $y$, and the peak share is $\frac12$, as for two tosses of a fair coin.

\section{Why the singly charged fraction stays small}

The share $c_1/C$ and the site fraction $c_1$ peak at different Fermi levels. Hold $E_0$ and $T$ fixed, so that $w_0$ is constant, and use \eqref{eq:wx}:
\begin{align}
\frac1{c_1}&=1+\frac{1+w_0+w_2}{2w_1}\nonumber\\
&=1+\frac{e^{-U/2kT}}{2w_0}\left[(1+w_0)e^{x}+w_0e^{-x}\right].
\end{align}
The bracket is a convex function of $x$ with its single minimum where its two terms are equal:
\begin{equation}
(1+w_0)e^x=w_0e^{-x}\quad\Rightarrow\quad e^{-2x}=1+\frac1{w_0},
\end{equation}
which is the condition $w_2=1+w_0$. There the bracket equals $2\sqrt{w_0(1+w_0)}$. Hence
\begin{align}
E_F&=\bar\varepsilon-\frac{kT}{2}\ln\!\left(1+\frac1{w_0}\right),\\
c_1^{\max}&=\frac{1}{1+e^{-U/2kT}\sqrt{1+1/w_0}} .
\label{eq:c1max}
\end{align}
For rare neutral vacancies, $w_0\ll1$, the condition is $w_2\simeq1$, the onset of saturation by doubly charged vacancies. Lowering $E_F$ creates singly charged vacancies until that point; below it, doubly charged ones take the sites faster. If both $w_0\ll1$ and $\sqrt{w_0}\,e^{U/2kT}\ll1$, the maximum is close to $\sqrt{w_0}\,e^{U/2kT}$.

\section{A hafnium dioxide film}

The parameters are rough, round values in the regime of a 2 nm hafnium dioxide gate film beside a metal that scavenges oxygen. With $\mu_{\rm O}$ equal to half the energy of an isolated O$_2$ molecule at rest, the neutral formation energy is 6.5 eV. Beside the metal, $\mu_{\rm O}$ is taken to be 5.0 eV below this reference, so $E_0=1.50$ eV. The reference matters: oxygen gas at 1273 K and 1 bar already lies about 1.45 eV below it if the reference includes the zero-point vibration of the molecule, and 1.40 eV if it does not. The levels are $\varepsilon_1=3.80$ eV and $\varepsilon_2=3.60$ eV, giving $U=0.20$ eV. There are $5.5\times10^{22}$ oxygen sites per cm$^3$. The anneal is at 1273 K, where $kT=0.1097$ eV.

At $E_F=3.6$ eV,
\begin{align}
F_1&=1.50-3.80+3.60=1.30\ \text{eV},\\
F_2&=1.50-7.40+7.20=1.30\ \text{eV}.
\end{align}
The denominator $Z$ is 1 to within $2.3\times10^{-5}$, so $c_2=e^{-1.30/0.1097}=7.1\times10^{-6}$, $c_1$ is twice that, and $c_0=1.2\times10^{-6}$. The results for three Fermi levels, with all else fixed, are:
\begin{center}
\begin{tabular}{ccccc}
$E_F$ (eV) & $c_1$ & $c_2$ & $C$ & $D$\\
3.6 & $1.4\times10^{-5}$ & $7.1\times10^{-6}$ & $2.3\times10^{-5}$ & $2.3\times10^{-5}$\\
3.2 & $5.4\times10^{-4}$ & 0.0104 & 0.0109 & 0.0110\\
2.8 & $1.3\times10^{-3}$ & 0.938 & 0.939 & 15.4
\end{tabular}
\end{center}
The last row is the case of the opening: $C=15.43/16.43=0.939$. The largest $c_1$ at any Fermi level follows from \eqref{eq:c1max}. It is $2.7\times10^{-3}$, at $E_F=2.95$ eV, and by 2.8 eV it has already halved. The share $c_1/C$ peaks much higher, at 3.70 eV, where it is 0.71.

At 3.6 eV the vacancy density is $1.2\times10^{18}$ cm$^{-3}$. Without the spin factor, $C$ would be $1.5\times10^{-5}$ instead of $2.3\times10^{-5}$. The equal-population points are displaced by $kT\ln2=0.076$ eV, to 3.876 and 3.524 eV.

\section{After cooling}

Suppose that on cooling the vacancies become immobile while electrons still reach the reservoir. The number $n$ is then fixed, and so are the positions. Every placement of the vacancies has the same energy, so summing over placements only adds a constant factor, which does not affect the shares. With that sum included, the partition function is
\begin{equation}
\binom{N}{n}(w_0+2w_1+w_2)^n .
\end{equation}
Each vacancy independently takes charge $q$ with probability $g_qw_q/(w_0+2w_1+w_2)$. The common factor $e^{-E_0/kT}$ cancels, so the shares stand in the proportion
\begin{equation}
1:\;2e^{(\varepsilon_1-E_F)/kT}:\;e^{(\varepsilon_1+\varepsilon_2-2E_F)/kT}
\end{equation}
for $q=0,1,2$, with $T$ the new temperature. They depend neither on $E_0$ nor on the frozen total.

Keep $E_F=3.6$ eV and cool to 300 K, where $kT=0.02585$ eV. The shares change from $0.051,\,0.633,\,0.316$ to $0.00015,\,0.667,\,0.333$. The neutral share collapses because $E_F$ lies 0.20 eV, nearly $8kT$, below $\varepsilon_1$. The ratio $c_1/c_2$ is 2 at both temperatures: since $E_F=\varepsilon_2$, the exponential in \eqref{eq:ratios} is 1 and spin alone sets the ratio. Without the spin factor the two charged shares would be equal. The mean charge is $0.667+2(0.333)=1.33$, and in this model the film carries $3.3\times10^{11}$ elementary charges per cm$^2$. These numbers rest on the chosen coincidence $E_F=\varepsilon_2$ and are fragile at 300 K: moving $\varepsilon_2$ down or up by 0.05 eV changes $c_1/c_2$ to 14 or 0.29. In a thin film the levels do move. Between conducting faces a distance $t=2$ nm apart, with permittivity $\epsilon=20\epsilon_0$, a charge $qe$ at mid-film is attracted by its images with energy $-q^2e^2\ln2/4\pi\epsilon t=-0.025\,q^2$ eV, and more near a face. This lowers $F_2-F_1$ by 0.075 eV, about $3kT$, and gives $c_1/c_2\approx0.11$ and a mean charge near 1.9.

\section{Where the model fails}

\subsection*{Space charge}

Equation \eqref{eq:main} takes $E_F$ as given, but charged vacancies bend the bands. For a uniform charge density $\rho$ in a film of thickness $t$ and permittivity $\epsilon$, with both faces at zero potential, $\phi''=-\rho/\epsilon$ gives $\phi=\rho z(t-z)/2\epsilon$, and at mid-film
\begin{equation}
\phi_{\rm mid}=\frac{\rho t^2}{8\epsilon}.
\end{equation}
A positive potential lowers the valence band, so the local Fermi level rises to $E_F+e\phi$ and further charged vacancies cost more. With a relative permittivity of 20, $\phi_{\rm mid}$ at $E_F=3.6$ eV is 0.7 mV, which is negligible. At 2.8 eV the fractions of \eqref{eq:main} would produce 47 V, which is absurd. Solving for $\phi_{\rm mid}$ and the charge together, still assuming uniform charge, gives 0.41 V and a mid-film $C$ of 0.009 instead of 0.94. At 3.2 eV, $C$ drops from 0.011 to 0.002. These are estimates of size. If the charge is allowed to vary across the film, it gathers near the faces; at 2.8 eV the mid-film $C$ is then about 0.003, three times smaller than the uniform-charge estimate. In the continuum $C$ reaches the value of \eqref{eq:main} at the face itself, but at 2.8 eV it halves within 0.04 nm, less than one atomic plane, and the field at the face is about 55 MV/cm, far beyond the breakdown field of the oxide. With the charge placed on eight oxygen planes, the outermost plane has $C\approx0.075$. The same feedback weakens the pressure law, which assumes a fixed local $E_F$: at 3.2 eV the film-averaged $C$ varies roughly as $p^{-0.28}$ rather than $p^{-1/2}$.

\subsection*{Repulsion between vacancies}

Two doubly charged vacancies on sites 0.26 nm apart repel by 1.1 eV if the bulk permittivity is used, a crude choice at that distance. On a ring of six sites at $E_F=2.8$ eV, with this repulsion between neighbours, the total falls from 0.94 to 0.46. The reason is visible in the energies: a doubly charged vacancy gains 0.30 eV, less than the cost of one such neighbour, so the lowest state fills alternate sites, a fraction of one half. This value belongs to the nearest-neighbour model: a long chain gives 0.44, and unscreened repulsion between all pairs on a hexagonal ring of six sites lowers the total further, to about 0.18.

At $E_F=3.6$ eV the sphere holding one vacancy on average has a radius of 5.8 nm, and two doubly charged vacancies at that distance repel by 0.05 eV, about half of $kT$. The sphere is wider than the film, so the vacancies really lie further apart, about 11 nm in the plane, where the bulk repulsion is 0.025 eV; a metal face screens it almost completely. Beside a metal the figure is therefore an overestimate. It would not be one for a film between two layers of low permittivity, which confine the field: with silicon dioxide on both sides the repulsion is about 0.12 eV.

\subsection*{Comparison with a real film}

The dilute row at 3.6 eV is the one that can be set beside a real hafnium dioxide film; an oxide lacking 94\% of its oxygen would no longer be the same solid, and that row only illustrates the counting. Even the dilute row is an order of magnitude at best. If vacancy formation raises the vibrational entropy by a rough $3k$, $C$ grows by the factor $e^3\simeq20$. Raising both levels by 0.1 eV relative to the valence band, at fixed $E_0$ and $E_F$, multiplies $C$ by 3.6. Monoclinic hafnium dioxide has two kinds of oxygen site; making half the sites 0.1 eV dearer multiplies $C$ by 0.70. That figure is only illustrative, since the real site preference may be larger and may differ between charge states. The positive sign of $U$ is likewise an assumption, and negatively charged vacancies, which matter at higher Fermi levels, are not counted. A triplet state of the neutral vacancy 1 eV above the singlet, also a rough figure, would add $3\times10^{-4}$ of $c_0$, which is negligible. Equilibrium is an assumption too. For vacancies to cross 2 nm in an anneal of 1 s, their diffusivity must be about $t^2/(1\ \text{s})=4\times10^{-14}$ cm$^2$/s or more; if it is lower, the fractions also depend on how the film was grown. Values with more digits are in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
E0 oxygen-rich = 6.5 eV, shift = -5.0 eV
E0 used = 1.50 eV
levels e1 = 3.80 eV, e2 = 3.60 eV, U = 0.20 eV
anneal T = 1273 K, kT = 0.1097 eV
use T = 300 K, kT = 0.02585 eV
oxygen site density = 5.50e+22 cm^-3
thickness = 2.0 nm, permittivity = 20
EF = 3.6 eV: F1 = 1.30 eV, F2 = 1.30 eV
  c0 = 1.152e-06, c1 = 1.427e-05, c2 = 7.134e-06
  total C = 2.2554e-05, dilute sum D = 2.2554e-05
  mid-film potential, no feedback = 0.00071 V
  with feedback = 0.000703 V, C there = 2.237e-05
EF = 3.2 eV: F1 = 0.90 eV, F2 = 0.50 eV
  c0 = 1.140e-06, c1 = 5.410e-04, c2 = 1.037e-02
  total C = 1.0911e-02, dilute sum D = 1.1032e-02
  mid-film potential, no feedback = 0.529 V
  with feedback = 0.096 V, C there = 2.045e-03
EF = 2.8 eV: F1 = 0.50 eV, F2 = -0.30 eV
  c0 = 7.014e-08, c1 = 1.276e-03, c2 = 9.378e-01
  total C = 9.3912e-01, dilute sum D = 1.5427e+01
  mid-film potential, no feedback = 46.7 V
  with feedback = 0.414 V, C there = 8.556e-03
EF 3.6 eV: vacancy density = 1.240e+18 cm^-3
EF 3.6 eV: C without spin factor = 1.542e-05
kT ln2 at anneal = 0.0760 eV
c1 = c0 at EF = 3.8760 eV
c2 = c1 at EF = 3.5240 eV
peak share c1/C = 0.7133 at 3.70 eV
largest c1 = 2.664e-03 at EF = 2.950 eV
shares q=0,1,2 at EF 3.6 eV:
  1273 K: 0.0511, 0.6326, 0.3163
  300 K, C frozen: 0.00015, 0.66657, 0.33328
  300 K, no spin factor: 0.00022, 0.49989, 0.49989
300 K sheet charge = 3.307e+11 e/cm^2
neglected effects, EF 3.6 eV, anneal:
  mean spacing radius = 5.77 nm
  2+ pair repulsion there = 0.0499 eV
  entropy 3 k_B (rough): C times 20.08
  levels up 0.1 eV: C times 3.58
  half the sites 0.1 eV dearer: C times 0.701
  triplet 1 eV up (rough): adds 3.30e-04 of c0
  D needed, 1 s anneal = 4.0e-14 cm^2/s
2+ pair repulsion at 0.26 nm = 1.108 eV
6-site ring, EF 2.8 eV: C = 0.9391 free
6-site ring, EF 2.8 eV: C = 0.4595 with repulsion
\end{verbatim}
